\section*{Leading quantum correction to the harmonic hop rate from Hessian traces}

\section{One quantum factor for wells and barriers}

In a model of an oxygen atom hopping through a crystal at 1300 K, the atom must climb a barrier of 2.5 eV. The zero-point energy of the vibrations is 43 meV larger at the minimum than at the saddle. If the barrier is lowered by this amount and the rest of the rate formula is left classical, the hop rate rises by 46 per cent. A full quantum treatment of the same harmonic well and the same harmonic saddle, with tunnelling included, raises it by 4.2 per cent. The first estimate contains no tunnelling at all, and yet it is eleven times the second. To see why, the zero-point motion, the thermal occupation of the levels and the tunnelling have to be treated together.

Let the moving atoms have coordinates $r_i$ and masses $m_i$, with $i=1,\dots,N$, and let $V$ be their potential energy. Measured from a stationary point $r_i^0$, the mass-weighted coordinates are $X_i=\sqrt{m_i}\,(r_i-r_i^0)$. The kinetic energy becomes $\frac12\sum_i\dot X_i^2$, and to second order
\begin{equation}
V=V_0+\frac12\sum_{ij}K_{ij}X_iX_j,\qquad
K_{ij}=\frac{1}{\sqrt{m_im_j}}\frac{\partial^2V}{\partial r_i\partial r_j}.
\label{hess}
\end{equation}
The symmetric matrix $K$ is the mass-weighted Hessian. An orthogonal rotation diagonalizes it and leaves the kinetic energy a sum of squares, so the Hamiltonian splits into independent modes,
\begin{equation}
h=\frac12\left(p^2+\lambda x^2\right),
\label{mode}
\end{equation}
one for each eigenvalue $\lambda$ of $K$. At the minimum every $\lambda=\omega^2$ is positive. At the saddle one eigenvalue is negative, $\lambda=-\omega_b^2$, and the others are taken to be positive. There are no free translations, because the surrounding lattice is held in place.

The barrier $E_b$ is the bare difference of $V$ between saddle and minimum. It is assumed large compared with $kT=1/\beta$, so that the well stays in thermal equilibrium while atoms leak out of it. The rate through one saddle is then
\begin{equation}
k=\frac{F}{Q_{\min}},
\label{rate}
\end{equation}
where $Q_{\min}$ is the partition function of the well and $F$ is the equilibrium flux, with the same normalization, carried over the saddle by systems that come from the well and end beyond it. Systems that leave the harmonic region of the saddle are assumed not to return at once.

The classical value comes first. For a stable mode the two Gaussian integrals are $\int dp\,e^{-\beta p^2/2}=\sqrt{2\pi/\beta}$ and $\int dx\,e^{-\beta\omega^2x^2/2}=\sqrt{2\pi/(\beta\omega^2)}$, so
\begin{equation}
Q_{\rm cl}=\int\frac{dx\,dp}{2\pi\hbar}\,e^{-\beta h}=\frac{1}{\beta\hbar\omega}.
\label{qcl}
\end{equation}
On the unstable mode a particle at $x=0$ with $p>0$ moves as $x(t)=(p/\omega_b)\sinh\omega_bt$. It came from the left and ends on the right, so every such particle counts once. The flux is
\begin{equation}
\int_0^\infty\frac{dp}{2\pi\hbar}\,p\,e^{-\beta p^2/2}=\frac{1}{2\pi\hbar\beta}.
\label{fcl}
\end{equation}
Multiplying (\ref{fcl}) by $e^{-\beta E_b}$ and by the $N-1$ stable partition functions of the saddle, and dividing by the $N$ partition functions of the well, gives
\begin{equation}
k_{\rm cl}=\frac{e^{-\beta E_b}}{2\pi\hbar\beta}\,
\frac{(\beta\hbar)^N\prod\omega_{\min}}{(\beta\hbar)^{N-1}\prod'\omega_{\rm s}}
=\frac{1}{2\pi}\frac{\prod\omega_{\min}}{\prod'\omega_{\rm s}}\,e^{-\beta E_b}.
\label{kcl}
\end{equation}
The prime leaves out the unstable mode. Planck's constant has cancelled, as it must in a classical rate.

The quantum calculation can follow the same path if operators are turned into functions on phase space. The symbol of an operator $\hat A$ is defined by
\begin{equation}
A_W(x,p)=\int ds\,e^{-ips/\hbar}\,\langle x+\tfrac s2|\hat A|x-\tfrac s2\rangle .
\label{symbol}
\end{equation}
In the phase-space integral of a product of two symbols, the $p$ integral of $e^{-ip(s+s')/\hbar}$ is $2\pi\hbar\,\delta(s+s')$. This leaves
\begin{equation}
\int\frac{dx\,dp}{2\pi\hbar}A_WB_W
=\int dx\,ds\,\langle x+\tfrac s2|\hat A|x-\tfrac s2\rangle\langle x-\tfrac s2|\hat B|x+\tfrac s2\rangle
={\rm Tr}\,\hat A\hat B .
\label{trace2}
\end{equation}
The unit operator has symbol 1, so the trace of one operator is the phase-space integral of its symbol.

Now let $\hat G(\beta)=e^{-\beta\hat h}\hat G(0)$, where $\hat G(0)$ commutes with $\hat h$. Then $\partial_\beta\hat G=-\hat h\hat G=-\hat G\hat h$, and the mean of the two forms may be used. With $a=x+s/2$ and $b=x-s/2$, the matrix element $G(a,b)$ obeys
\begin{equation}
\partial_\beta G=\frac{\hbar^2}{4}\left(\partial_a^2+\partial_b^2\right)G-\frac{\lambda}{4}\left(a^2+b^2\right)G .
\end{equation}
Since $x=(a+b)/2$ and $s=a-b$, we have $\partial_a=\frac12\partial_x+\partial_s$ and $\partial_b=\frac12\partial_x-\partial_s$. Hence $\partial_a^2+\partial_b^2=\frac12\partial_x^2+2\partial_s^2$, while $a^2+b^2=2x^2+s^2/2$. In the transform (\ref{symbol}), integration by parts turns $\partial_s^2$ into $-p^2/\hbar^2$, and a factor $s^2$ becomes $-\hbar^2\partial_p^2$. The result is
\begin{equation}
\partial_\beta G_W=-h\,G_W+\frac{\hbar^2}{8}\left(\lambda\,\partial_p^2+\partial_x^2\right)G_W ,
\label{bloch}
\end{equation}
with $h$ now the classical function (\ref{mode}). No power of $\hbar$ has been dropped, and the sign of $\lambda$ has not been used.

For the Boltzmann operator itself $\hat G(0)=1$. Call its symbol $W$ and try
\begin{equation}
W=A(\beta)\,e^{-B(\beta)h},\qquad A(0)=1,\quad B(0)=0 .
\label{ansatz}
\end{equation}
The derivatives are $\partial_p^2W=(-B+B^2p^2)W$ and $\partial_x^2W=(-\lambda B+\lambda^2B^2x^2)W$, so
\begin{equation}
\left(\lambda\partial_p^2+\partial_x^2\right)W
=\left[-2\lambda B+\lambda B^2(p^2+\lambda x^2)\right]W
=\left[-2\lambda B+2\lambda B^2h\right]W .
\end{equation}
The left side of (\ref{bloch}) is $(A'/A-B'h)W$. The terms with and without $h$ must balance separately:
\begin{equation}
B'=1-\frac{\hbar^2\lambda}{4}B^2,\qquad \frac{A'}{A}=-\frac{\hbar^2\lambda}{4}B .
\label{ode}
\end{equation}
For $\lambda=\omega^2$ the solution is
\begin{equation}
B=\frac{2}{\hbar\omega}\tanh\frac{\beta\hbar\omega}{2},\qquad
A=\frac{1}{\cosh(\beta\hbar\omega/2)} .
\label{AB}
\end{equation}
Indeed $B'=1-\tanh^2(\beta\hbar\omega/2)$, as required, and $A'/A=-(\hbar\omega/2)\tanh(\beta\hbar\omega/2)$ integrates to minus the logarithm of the cosh. For $\lambda=-\omega_b^2$ the same steps give $B=(2/\hbar\omega_b)\tan(\beta\hbar\omega_b/2)$ and $A=1/\cos(\beta\hbar\omega_b/2)$, which are finite and positive for $\beta\hbar\omega_b<\pi$.

The partition function of a stable mode is the integral (\ref{qcl}) with $\beta$ replaced by $B$ in the exponent and a factor $A$ in front, so $Q=A/(\hbar\omega B)=1/[2\sinh(\beta\hbar\omega/2)]$. Compared with the classical value it is changed by the factor
\begin{equation}
\frac{Q}{Q_{\rm cl}}=\frac{\beta A}{B}=\frac{z}{\sinh z}\equiv g(\lambda),\qquad z=\frac{\beta\hbar\sqrt\lambda}{2}.
\label{g}
\end{equation}

For the unstable mode we need the flux carried by states that end on the right. The Heisenberg equations are linear, so $\hat x(t)=\hat x\cosh\omega_bt+(\hat p/\omega_b)\sinh\omega_bt$. At late times the sign of $\hat x(t)$ is the sign of $\hat u=\hat p+\omega_b\hat x$. The projector on states that end on the right is therefore $\hat P=\theta(\hat u)$, with $\theta$ the unit step. Since $\hat u(t)=e^{\omega_bt}\hat u$ keeps its sign, $\hat P$ commutes with $\hat h$. Its symbol is $\theta(p+\omega_bx)$. To see this, write the step as a sum of exponentials of $i(c\hat x+d\hat p)$, each of which equals $e^{ic\hat x/2}e^{id\hat p}e^{ic\hat x/2}$. The middle factor shifts positions by $-\hbar d$, so the matrix element in (\ref{symbol}) is $e^{icx}\delta(s+\hbar d)$ and the symbol is $e^{i(cx+dp)}$.

The flux operator is the rate of change of $\theta(\hat x)$, namely $\hat J=\frac12[\hat p\,\delta(\hat x)+\delta(\hat x)\hat p]$. For a function $f$ in place of the delta function, the matrix element is $-i\hbar\,\delta'(s)\,\frac12[f(x+\frac s2)+f(x-\frac s2)]$. The bracket is even in $s$, so the derivative acts on $e^{-ips/\hbar}$ alone and the symbol is $p\,f(x)$. Thus $J_W=p\,\delta(x)$.

What remains is the symbol of $\hat G=e^{-\beta\hat h}\hat P$. It obeys (\ref{bloch}) and starts from $\theta(p+\omega_bx)$. With $u=p+\omega_bx$ and $v=p-\omega_bx$ we have $h=uv/2$ and
\begin{equation}
\partial_x^2-\omega_b^2\partial_p^2=\omega_b^2\left[(\partial_u-\partial_v)^2-(\partial_u+\partial_v)^2\right]=-4\omega_b^2\,\partial_u\partial_v .
\end{equation}
Insert the product $W\theta(u)$. The only term that is not simply $\theta(u)$ times the equation for $W$ contains $\delta(u)\,\partial_vW=-\frac12Bu\,\delta(u)W$, which vanishes because $u\,\delta(u)=0$. Hence $G_W=W\,\theta(p+\omega_bx)$, and (\ref{trace2}) gives
\begin{equation}
{\rm Tr}\left(e^{-\beta\hat h}\hat P\hat J\right)=\int_0^\infty\frac{dp}{2\pi\hbar}\,p\,A\,e^{-Bp^2/2}=\frac{A}{2\pi\hbar B}.
\label{fq}
\end{equation}
Divided by (\ref{fcl}), this is again $\beta A/B=g(\lambda)$, now at $\lambda=-\omega_b^2$:
\begin{equation}
g(-\omega_b^2)=\frac{y/2}{\sin(y/2)},\qquad y=\beta\hbar\omega_b .
\label{gb}
\end{equation}

That this flux contains tunnelling is seen by sorting it by energy. A state that leaves wholly to the right with unit flux has arrived from the left with weight $T(E)$ and from the right with weight $1-T(E)$, where $T$ is the transmission probability. Its net flux is $T(E)$ at every $x$. So (\ref{fq}) equals $\int dE\,T(E)e^{-\beta E}/(2\pi\hbar)$, with $E$ measured from the barrier top. Energies below the top, where a classical particle is turned back, contribute to it.

\section{The trace law and its use}

The symbols carried over are these. The matrix $K$ is the second derivative of the potential divided by root masses; its eigenvalues are $\lambda=\omega^2$ for stable modes and $\lambda=-\omega_b^2$ for the one unstable mode of the saddle. The classical harmonic rate is $k_{\rm cl}=(1/2\pi)(\prod\omega_{\min}/\prod'\omega_{\rm s})\,e^{-\beta E_b}$, with $E_b$ the bare barrier. Quantum mechanics multiplies the partition function of each stable mode, and likewise the flux along the unstable mode, by one and the same function $g(\lambda)=z/\sinh z$ with $z=\beta\hbar\sqrt\lambda/2$.

The flux over the saddle stands in the numerator of the rate and the partition function of the well in the denominator. The quantum rate is therefore $k=\Gamma k_{\rm cl}$ with
\begin{equation}
\Gamma=\frac{\prod_{\rm saddle}g(\lambda)}{\prod_{\min}g(\lambda)},
\label{gamma}
\end{equation}
where the upper product runs over all modes of the saddle, the unstable one included. For small $z$,
\begin{equation}
\ln\frac{\sinh z}{z}=\ln\left(1+\frac{z^2}{6}+\frac{z^4}{120}+\cdots\right)
=\frac{z^2}{6}+\left(\frac{1}{120}-\frac{1}{72}\right)z^4+\cdots
=\frac{z^2}{6}-\frac{z^4}{180}+\cdots .
\end{equation}
With $z^2=(\beta\hbar)^2\lambda/4$ this becomes
\begin{equation}
\ln g(\lambda)=-\frac{(\beta\hbar)^2}{24}\lambda+\frac{(\beta\hbar)^4}{2880}\lambda^2-\cdots .
\label{lng}
\end{equation}
The series holds for either sign of $\lambda$. Summed over modes, the first term gives the sum of the eigenvalues, which is the trace of $K$, and the second gives the trace of $K^2$:
\begin{equation}
\ln\Gamma=\frac{(\beta\hbar)^2}{24}{\rm Tr}\left(K_{\min}-K_{\rm s}\right)
-\frac{(\beta\hbar)^4}{2880}{\rm Tr}\left(K_{\min}^2-K_{\rm s}^2\right)+\cdots .
\label{lngamma}
\end{equation}
To leading order the exponential may be expanded, and
\begin{equation}
\boxed{\;k=k_{\rm cl}\left[1+\frac{(\beta\hbar)^2}{24}\left({\rm Tr}\,K_{\min}-{\rm Tr}\,K_{\rm s}\right)+O(\hbar^4)\right]\;}
\label{law}
\end{equation}
The correction is relative: it multiplies the classical rate. The trace at the saddle includes $-\omega_b^2$, so the unstable mode adds $+(\beta\hbar\omega_b)^2/24$ to the bracket. This is the leading effect of tunnelling and of reflection above the barrier taken together.

The law also shows what is wrong with the estimate of 46 per cent. For one stable mode the quantum partition function is $e^{-z}/(1-e^{-2z})$ and the classical one is $1/(2z)$. Their ratio is
\begin{equation}
e^{-z}\,\frac{2z}{1-e^{-2z}}
=\left(1-z+\frac{z^2}{2}\right)\left(1+z+\frac{z^2}{3}\right)+O(z^3)
=1-\frac{z^2}{6}+O(z^3).
\label{zp}
\end{equation}
The first factor is the zero-point energy in the exponent. The second is the change of the prefactor due to the discrete levels. Each has a term linear in $\hbar$, and the two cancel. Lowering the barrier by the zero-point energy while keeping the classical prefactor retains the first factor without the second, and leaves a linear term that the rate does not have. The zero-point energy belongs in the exponent when the quantum prefactor goes with it.

There is a simple reading of the term that survives. By (\ref{lng}), a mode's free energy is raised by $-kT\ln g\simeq\frac12\lambda\,(\beta\hbar^2/12)$. This is the amount by which $\frac12\lambda x^2$ would rise if it were averaged over a spread of variance $\beta\hbar^2/12$ in the mass-weighted coordinate. Such a blurring raises the energy at the bottom of a well and lowers it at the top of a barrier. Both changes favour the hop, while stable modes at the saddle oppose it.

Because a trace is unchanged by rotation, no normal modes are needed:
\begin{equation}
{\rm Tr}\,K=\sum_i\frac{1}{m_i}\frac{\partial^2V}{\partial r_i^2}.
\label{diag}
\end{equation}
Only the diagonal force constants enter, each divided by its mass. An atom whose diagonal force constants are the same at the minimum and at the saddle drops out of the leading term, whatever its off-diagonal coupling. The coupling still enters the higher terms of (\ref{lngamma}), and these matter once it is strong enough to make $\beta\hbar\omega$ large.

The numbers quoted at the start belong to a model with three coordinates: an oxygen atom (16 u) that moves by $x$ along its path and by $y$ sideways, and one silicon neighbour (28 u) displaced by $q$. The potential is
\begin{equation}
V=\frac{E_b}{2}(1-\cos\kappa x)+\frac12k_y(x)\,y^2+\frac12k_q\left(q-d\sin\kappa x\right)^2,
\label{model}
\end{equation}
with $\kappa=2\pi/a$, hop length $a=0.19$ nm, $E_b=2.5$ eV, $k_q=2000$ eV/nm$^2$ and $d=0.015$ nm. The sideways stiffness $k_y(x)$ follows a cosine from 5000 eV/nm$^2$ at the minimum, $x=0$, to 3000 eV/nm$^2$ at the saddle, $x=a/2$. At both points $y=q=0$.

The path term has curvature $\pm E_b\kappa^2/2=\pm1367$ eV/nm$^2$, positive at the minimum and negative at the saddle. The coupling adds $k_q(d\kappa)^2=492$ eV/nm$^2$ to $\partial^2V/\partial x^2$ at both points, and $\partial^2V/\partial q^2=k_q$ is also the same at both. These terms cancel in the difference, which leaves
\begin{equation}
{\rm Tr}(K_{\min}-K_{\rm s})=\frac{2\times1367+(5000-3000)}{16}\ \frac{\rm eV}{\rm nm^2\,u}
=2.855\times10^{28}\ {\rm s^{-2}} .
\label{gap}
\end{equation}
At 1300 K, $\beta\hbar=5.876\times10^{-15}$ s, and the correction is
\begin{equation}
\frac{(5.876\times10^{-15})^2\times2.855\times10^{28}}{24}=0.0411 .
\label{corr}
\end{equation}
The same number follows from the mode energies $\hbar\omega$, which are 41.8, 78.1 and 114.3 meV at the minimum, 60.3 and 88.5 meV for the stable modes of the saddle, and 54.2 meV for the unstable one. With $kT=112.0$ meV,
\begin{equation}
\frac{41.8^2+78.1^2+114.3^2-60.3^2-88.5^2+54.2^2}{24\times112.0^2}=0.041 .
\end{equation}

The full harmonic factor (\ref{gamma}) is 1.0416. An independent evaluation, which sums the levels of the stable modes and averages a transmission obtained by integrating the Schr\"odinger equation for the parabolic barrier, also gives 1.0416. The classical prefactor is $1.69\times10^{13}$ s$^{-1}$, and the rate rises from $3.44\times10^3$ to $3.58\times10^3$ s$^{-1}$. The zero-point energies differ by $\frac12(41.8+78.1+114.3-60.3-88.5)=42.7$ meV, and $e^{42.7/112.0}=1.46$ is the misleading factor of the opening.

The unstable mode contributes 0.0097 to the correction, about a quarter. How the total is shared among the modes depends on the coupling. With the neighbour uncoupled, $d=0$, and all else fixed, $\hbar\omega_b$ rises from 54.2 to 59.8 meV and the unstable mode's share rises to $(59.8/112.0)^2/24=0.0119$. The trace difference remains $2.855\times10^{28}$ s$^{-2}$, so the stable modes give up what the unstable mode gains. This invariance requires that the coupling add the same amount to the trace of $K$ at the two points; here it does so term by term. It is a property of the leading term only. With $k_q=10^5$ eV/nm$^2$ and $d=0.03$ nm the trace correction is still 0.041, while $\ln\Gamma$ falls to 0.036. This case is extreme: its highest mode is 0.64 eV, with $\beta\hbar\omega=5.7$, far above any Si--O vibration. With $k_q=10^4$ eV/nm$^2$ and $d=0.015$ nm, where the highest mode is 0.15 eV, $\ln\Gamma$ moves only from 0.0408 to 0.0406.

The correction need not be positive. If the saddle is made tight, with a sideways stiffness of 9000 eV/nm$^2$ there and everything else fixed, the numerator of (\ref{gap}) becomes $2734-4000=-1266$. The correction is then $-0.011$ and the full factor is 0.990. The sideways motion now contributes $-0.035$, which outweighs the $+0.010$ of the unstable mode and the $+0.014$ of the other stable modes together. In this model the leading term changes sign when the sideways stiffness at the saddle exceeds that at the minimum by 2734 eV/nm$^2$. The full factor passes through 1 at a somewhat larger excess that depends on temperature, about 2790 eV/nm$^2$ at 1300 K.

The correction grows as $1/T^2$. It reaches 0.10 at 833 K, and at 723 K it is 0.133, where the full harmonic factor is 1.139. The leading term thus misses about 4 per cent of the correction there. Keeping it in the exponent, as in (\ref{lngamma}), gives 1.142, which is nearer. At 1300 K the next term of $\ln\Gamma$ is $-2.8\times10^{-4}$, less than a hundredth of the first. The highest mode has $\beta\hbar\omega=1.02$ at 1300 K and 1.83 at 723 K, so this quantity need not be small for the leading term to serve. The series (\ref{lng}) converges only for $\beta\hbar|\omega|<2\pi$, because $\sinh z$ vanishes at $z=\pm i\pi$, and the leading term becomes poor as a mode that matters approaches this limit.

The full factor has a limit of its own. By (\ref{gb}) it diverges at $\beta\hbar\omega_b=2\pi$, which is 100 K here. The flux formula was derived for $\beta\hbar\omega_b<\pi$. It extends to $2\pi$ because
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-\beta E}\,dE}{1+e^{-2\pi E/\hbar\omega_b}}=\frac{\hbar\omega_b}{2\sin(\beta\hbar\omega_b/2)},
\label{laplace}
\end{equation}
as the substitution $w=1/(1+e^{-2\pi E/\hbar\omega_b})$ shows: it turns the left side into $\hbar\omega_b/2\pi$ times the beta integral $\int_0^1w^{-c}(1-w)^{c-1}dw=\pi/\sin\pi c$, with $c=\beta\hbar\omega_b/2\pi$. The right side is $2\pi\hbar$ times the flux, and a two-sided Laplace transform known on an interval of $\beta$ fixes its function. The fraction in (\ref{laplace}) is therefore the transmission of the parabola. It falls as $e^{2\pi E/\hbar\omega_b}$ far below the top, and at $\beta\hbar\omega_b=2\pi$ the Boltzmann factor grows as fast. The integral then draws on energies so deep that a real barrier is no longer parabolic.

Anharmonicity is a separate correction. A phase-space integral over the full potential (\ref{model}), with a flat dividing surface normal to the unstable mode, gives a classical rate at 1300 K that is 0.984 of the harmonic one. This loss of 1.6 per cent is not small beside the quantum gain of 4.2 per cent. The quantum correction itself is also changed. On a one-dimensional cut along the path, with the oxygen mass alone, the cosine potential gives a quantum factor of 1.0237, and the trace law gives the same to that accuracy. The closeness is partly accidental. In this cut the terms in $\lambda^2$ cancel between minimum and saddle, so the harmonic factor is $e^{0.0237}=1.0240$. Anharmonicity lowers it by 0.0003, about one per cent of the correction, and this happens to offset the second-order term of the exponential.

The parameters lie in the rough regime of interstitial oxygen in silicon at furnace-oxidation temperatures, where the barrier is about 2.5 eV and neighbouring bond centres are about 0.19 nm apart. The stretching vibration of the real defect lies near 0.14 eV, above the model's highest mode of 0.114 eV. If that mode alone were raised, with the saddle unchanged, the correction would grow by $(140^2-114.3^2)/(24\times112.0^2)=0.022$, to about 0.06. The real oxygen atom also moves softly and far from harmonically about the bond axis. This breaks the assumption of a harmonic well and alters the classical prefactor by an amount the model does not give. The measured diffusivity of oxygen in silicon points to a prefactor more than ten times the model's, so the absolute rates above are not those of the real defect. Several silicon atoms change their force constants at the real saddle, and each would enter (\ref{diag}). For a predicted rate the barrier matters more: an error of 0.05 eV changes the rate at 1300 K by a factor of 1.56. Between 1473 and 1073 K the harmonic quantum correction of the model runs from 3 to 6 per cent, or from 5 to about 10 per cent with the highest mode raised to 0.14 eV. An error of 0.05 eV in the barrier changes the rate by 48 to 72 per cent over the same range, so for force constants like these the quantum correction is the smaller effect. The values for the main parameter set are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
barrier: 2.50 eV; hop length: 0.190 nm
masses O, Si: 16, 28 u
sideways stiffness, minimum: 5000 eV/nm^2
sideways stiffness, saddle: 3000 eV/nm^2
neighbour stiffness: 2000 eV/nm^2; shift amplitude: 0.015 nm
path curvature magnitude BARRIER*kappa^2/2: 1367.0 eV/nm^2
temperatures, hot and cool: 1300, 723 K
kT at hot: 0.11203 eV; beta*hbar at hot: 5.8756e-15 s
mode energies at minimum: 41.84 78.06 114.29 meV
stable mode energies at saddle: 60.29 88.53 meV
unstable mode hbar*omega_b: 54.17 meV
the same without neighbour coupling: 59.76 meV
Tr K_min: 4.8254e+28 s^-2
Tr K_saddle: 1.9707e+28 s^-2
trace difference: 2.8547e+28 s^-2
trace difference without coupling: 2.8547e+28 s^-2
classical prefactor: 1.6909e+13 s^-1
classical rate at hot: 3.4375e+03 s^-1
rate with full harmonic factor at hot: 3.5806e+03 s^-1
trace correction at hot: 0.04106 (dimensionless)
full harmonic factor at hot: 1.04163 (dimensionless)
same from level sums and transmission: 1.04163 (dimensionless)
fourth-order term of ln Gamma at hot: -2.813e-04 (dimensionless)
unstable-mode part omega_b^2 term at hot: 0.00974 (dimensionless)
trace correction at cool: 0.13276 (dimensionless)
full harmonic factor at cool: 1.13882 (dimensionless)
exp(trace correction) at cool: 1.14197 (dimensionless)
(Gamma-1)/trace correction at 13000 K: 1.000137 (dimensionless)
tight saddle sideways stiffness: 9000 eV/nm^2
tight saddle trace correction at hot: -0.01098 (dimensionless)
tight saddle full factor at hot: 0.98984 (dimensionless)
zero-point lowering of barrier: 42.68 meV
factor if put in exponent only, hot: 1.4638 (dimensionless)
classical anharmonic/harmonic rate, hot: 0.98372 (dimensionless)
1D cut, anharmonic quantum factor, hot: 1.02370 (dimensionless)
1D cut, trace law, hot: 1.02371 (dimensionless)
harmonic barrier factor diverges at: 100.0 K
trace correction reaches 0.10 at: 833 K
rate factor for 0.05 eV barrier error, hot: 1.563 (dimensionless)
\end{verbatim}
